# Surface Spectral Functions by Decimation: Doubling the Slab at Each Step

## A slab that is too thin gives the wrong spectrum

A surface band calculation can replace a half-infinite crystal by a slab. The slab has discrete levels, because an electron wave entering from the front is reflected at the back. Unless the broadening hides these levels, the calculated spectrum depends on the thickness. In the model crystal treated below, at one energy inside a bulk band and with a broadening of 0.02 eV, the surface spectral function is 0.37 per eV for 8 layers and 1.03 per eV for 16, while the half crystal has 0.868 per eV. Neither slab is usable there, and adding layers one at a time is slow when the broadening is small.

Decimation removes every second layer algebraically. Each step doubles the thickness of the slab represented, while the matrices keep the size of one layer.

## Two steps by hand

Take a chain of sites $n=0,1,2,\ldots$ with on-site energy zero and real nearest-neighbour hopping $\tau>0$. Let $z=E+i\eta$, with $\eta>0$, and let $G=(z-H)^{-1}$. The first column of $(z-H)G=1$ reads

$$zG_{00}=1+\tau G_{10},\qquad zG_{n0}=\tau(G_{n-1,0}+G_{n+1,0})\quad(n\ge1).$$

Site 1 gives $G_{10}=(\tau/z)(G_{00}+G_{20})$. Substitution in the surface equation yields

$$\left(z-\frac{\tau^2}{z}\right)G_{00}=1+\frac{\tau^2}{z}G_{20}.$$

Dropping the last term means setting $G_{20}=0$, so that sites 0 and 1 remain:

$$G_{00}^{(2)}=\frac{z}{z^2-\tau^2}=\frac12\left(\frac1{z-\tau}+\frac1{z+\tau}\right).$$

These are the two levels $\pm\tau$ of a two-site chain, each with half its weight on site 0.

Now remove all odd sites. A remaining interior site has lost a neighbour on each side, so its effective energy is $2\tau^2/z$; the surface site has lost one, so its energy is $\tau^2/z$. The new hopping is $\tau^2/z$. Eliminating site 2 in the same way changes the surface energy to

$$\frac{\tau^2}{z}+\frac{(\tau^2/z)^2}{z-2\tau^2/z}
=\frac{\tau^2}{z}\left(1+\frac{\tau^2}{z^2-2\tau^2}\right)
=\frac{\tau^2(z^2-\tau^2)}{z(z^2-2\tau^2)}.$$

Subtracting this from $z$ and inverting gives

$$G_{00}^{(4)}=\frac{z(z^2-2\tau^2)}{z^4-3\tau^2z^2+\tau^4}.$$

The denominator is the determinant of $z-H$ for four sites and the numerator that for three, as Cramer's rule requires. Two steps have produced a four-site chain.

The chain also shows how the error falls. Write $z=\tau(\lambda+\lambda^{-1})$ with $|\lambda|<1$. Away from the source, solutions are combinations of $\lambda^n$ and $\lambda^{-n}$. For $N$ sites, $G_{N0}=0$ selects $G_{n0}\propto\lambda^n-\lambda^{2N-n}$. The surface equation takes the interior form if a fictitious value $G_{-1,0}=1/\tau$ is introduced. This fixes the constant:

$$G_{00}^{(N)}=\frac{\lambda}{\tau}\,\frac{1-\lambda^{2N}}{1-\lambda^{2N+2}},\qquad G_{00}=\frac{\lambda}{\tau},$$

$$G_{00}-G_{00}^{(N)}=\frac{\lambda}{\tau}\,\frac{(1-\lambda^2)\lambda^{2N}}{1-\lambda^{2N+2}}.$$

The factor $\lambda^{2N}$ describes a wave that travels to the back and returns. Doubling $N$ squares it.

## The method for any layered crystal

Group the crystal into principal layers, thick enough that only neighbouring layers couple. At fixed surface wave vector $\mathbf k$, each layer has the Hermitian block $h$, and the block from row $n$ to column $n+1$ is $t$; its reverse is $t^\dagger$. All layers are taken to be identical, and the orbitals orthonormal. The surface-layer spectral function is

$$A(\mathbf k,E)=-\frac1\pi\,\mathrm{Im}\,\mathrm{Tr}\,G_{00}(\mathbf k,E+i\eta).$$

It is one ingredient of a photoemission spectrum. The measured current also contains optical matrix elements, the occupation of the states and contributions from deeper layers.

Suppose that after $i$ steps the layers $0,N,2N,\ldots$ remain, with $N=2^i$, and obey

$$(z-\varepsilon_s)G_{00}=1+\alpha G_{N0},$$

$$(z-\varepsilon)G_{jN,0}=\beta G_{(j-1)N,0}+\alpha G_{(j+1)N,0}\quad(j\ge1).$$

At the start $\varepsilon_s=\varepsilon=h$, $\alpha=t$ and $\beta=t^\dagger$. Let $g=(z-\varepsilon)^{-1}$. For odd $j$,

$$G_{jN,0}=g\left[\beta G_{(j-1)N,0}+\alpha G_{(j+1)N,0}\right].$$

Putting $j=1$ into the surface equation adds $\alpha g\beta$ to $\varepsilon_s$ and leaves the coupling $\alpha g\alpha$ to layer $2N$. For an even layer, both neighbours are replaced. The left one contributes $\beta g\beta$ to the next retained layer and $\beta g\alpha$ to the layer itself; the right one contributes $\alpha g\beta$ and $\alpha g\alpha$. Hence

$$\varepsilon_s\leftarrow\varepsilon_s+\alpha g\beta,\qquad
\varepsilon\leftarrow\varepsilon+\alpha g\beta+\beta g\alpha,$$

$$\alpha\leftarrow\alpha g\alpha,\qquad \beta\leftarrow\beta g\beta,$$

where all right-hand sides use the old matrices. The estimate after step $i$ is $G_i=(z-\varepsilon_{s,i})^{-1}$.

**Why the thickness doubles.** The claim is that $G_i$ is the surface Green function of a free slab of $2^i$ layers. At stage $i$, the surface equation has been made from the original equations of layers $0$ to $N-1$, and the equation of retained layer $N$ from those of layers $1$ to $2N-1$. This is true at the start, where $N=1$. Combining the two gives the next surface equation, made from layers $0$ to $2N-1$. An interior equation likewise acquires those of its two eliminated neighbours, extending its reach from $N-1$ to $2N-1$ layers on either side. The induction is complete.

A slab of layers $0$ to $N-1$ obeys these same original equations with $G_{N0}=0$. Its surface equation is therefore $(z-\varepsilon_{s,i})G_{00}=1$, which proves the claim.

**Why the inverses exist.** Elimination of a set of layers with Hamiltonian $H_Q$, coupled by $V$ to a retained layer, gives $\varepsilon=h+V(z-H_Q)^{-1}V^\dagger$. Write $\mathrm{Im}\,M=(M-M^\dagger)/2i$. Since $H_Q$ is Hermitian,

$$\mathrm{Im}(z-\varepsilon)=\eta+\eta V[(E-H_Q)^2+\eta^2]^{-1}V^\dagger\ge\eta.$$

For a unit vector $x$, $\|(z-\varepsilon)x\|\ge|\langle x|(z-\varepsilon)x\rangle|\ge\eta$. Thus the inverse exists and $\|g\|\le1/\eta$. The same argument applies to $G_i$.

Slab diagonalization tests the doubling for the model below and for a random complex crystal with three orbitals per layer. Up to 64 layers, the largest difference is $6\times10^{-14}$ per eV. Comparing four steps with 17 layers instead of 16, in the model, gives a difference of 2.2 per eV.

## When to stop

The surface equation of the half crystal gives $G_{00}=G_i(1+\alpha_iG_{N0})$. To find $G_{N0}$, treat $\beta_iG_{00}$ as the source acting on layer $N$ of the crystal that remains when layer 0 is removed. That remainder is again a half crystal, starting at layer 1, in which layer $N$ has index $N-1$. Hence $G_{N0}=G_{N-1,N-1}\beta_iG_{00}$, and

$$G_{00}-G_i=G_i\,\alpha_i\,G_{N-1,N-1}\,\beta_i\,G_{00}.$$

Each of the three Green functions has norm at most $1/\eta$, so

$$\|G_{00}-G_i\|\le\frac{\|\alpha_i\|\,\|\beta_i\|}{\eta^3}.$$

In exact arithmetic this is a safe stopping rule. It is sufficient, not necessary: in the band of the model below, at 64 layers, $\|\alpha_i\|=0.031$ eV still exceeds $\eta=0.02$ eV while the error of $G_{AA}$ is already $1.1\times10^{-3}$ per eV. The bound does not cover rounding. When $E$ sits on a level of an eliminated block, $\varepsilon$ becomes of order $1/\eta$ and swamps $z$ in $z-\varepsilon$. For the chain at $E=0$ the first step gives $\varepsilon=2\tau^2/z$; with $\tau=1$ eV in double precision, an error of about $2\times10^{-7}$ per eV remains at $\eta=10^{-5}$ eV and $2\times10^{-3}$ per eV at $\eta=10^{-7}$ eV after the bound has fallen below $10^{-10}$.

## A bound set by the broadening

An advance estimate follows from weighting layer $n$ by $e^{\kappa\min(n,M)}$, with $\kappa>0$ and $M$ beyond the layers of interest, so that the weight stays bounded. Let $D$ be this diagonal weight. In $DHD^{-1}$, the hoppings $t$ and $t^\dagger$ across a bond acquire factors $e^{-\kappa_n}$ and $e^{\kappa_n}$, where $\kappa_n$ is $\kappa$ or zero. Split them as $\cosh\kappa_n\mp\sinh\kappa_n$. The cosh part is Hermitian. The sinh part is anti-Hermitian and has norm at most $2\|t\|\sinh\kappa$, since it contains two off-diagonals. Therefore

$$\mathrm{Im}(z-DHD^{-1})\ge\eta-2\|t\|\sinh\kappa.$$

When the right side is positive, inversion gives a bound on $DGD^{-1}$, whose blocks are $e^{\kappa(m-n)}G_{mn}$. Reversing the sign of the exponent treats $m<n$, so

$$\|G_{mn}\|\le\frac{e^{-\kappa|m-n|}}{\eta-2\|t\|\sinh\kappa}.$$

The same bound holds for a slab. Now regard $tG_{N0}$ as a source on the last slab layer:

$$G_{00}-G_i=G^{(N)}_{0,N-1}\,t\,G_{N0}.$$

The two Green functions span $N-1$ and $N$ layers. With $\sinh\kappa=\eta/(4\|t\|)$, each denominator is $\eta/2$, and

$$\|G_{00}-G_i\|\le\frac{4\|t\|}{\eta^2}e^{-(2N-1)\kappa}.$$

Convergence is thus guaranteed at every energy for $\eta>0$. Other choices of $\kappa$ allow rates up to, but not including, $\operatorname{arcsinh}(\eta/2\|t\|)$. No larger general rate is possible: for the chain at $z=i\eta$, $\lambda=-ie^{-\kappa}$ gives $i\eta=2i\tau\sinh\kappa$, which attains this limit. For $\tau=1$ eV and $\eta=0.05$ eV, the measured rate is 0.02499 per layer and the limit 0.02500.

## What sets the actual rate

The bound covers the worst case. The actual rate follows from the Bloch factor $\lambda=e^{iq}$ of the wave that decays into the crystal. Let $E(q)$ be a bulk band, with $q$ the phase per layer. Moving the energy to $E+i\eta$ changes $q$ by $\delta q$, and to first order $E'(q)\,\delta q=i\eta$. The decaying wave has

$$|\lambda|\simeq e^{-\kappa},\qquad\kappa\simeq\frac{\eta}{|E'(q)|}.$$

A fast wave travels through more layers before the broadening damps it. With one decaying wave, the round-trip error approaches $Ce^{-2N\kappa}$ as $N$ grows. Near a surface-state pole a small exponential alone does not ensure this form, because the pole amplifies repeated reflections. For a tolerance $\delta$ small enough that the form holds, we need

$$2^i\gtrsim\frac{\ln(C/\delta)}{2\kappa}.$$

Halving $\eta$ doubles the required thickness and costs about one extra step.

At a quadratic band edge, $E'(q)=0$ and the first-order result fails. There $c(\delta q)^2/2=i\eta$, where $c$ is the band curvature. Since $\sqrt{2i}=1+i$, the decay is $\kappa=\sqrt{\eta/|c|}$. In a gap, $|\lambda|<1$ even as $\eta\to0$, so small broadening does not control the decay. It can still enter the prefactor $C$ through a surface-state pole.

## A crystal with a surface band

Consider a model with a square surface lattice of spacing $a$ and orbitals A and B in each layer. With $\gamma=\cos k_xa+\cos k_ya$, both orbitals have energy $e_0=-0.25\gamma$ eV. Their hopping within a layer is $u=0.8-0.2\gamma$ eV. Orbital B couples to A of the next layer by $w=1$ eV, and the surface layer begins with A. At the zone centre, $\gamma=2$, so $e_0=-0.5$ eV and $u=0.4$ eV.

Let $\omega=E-e_0$. For amplitudes $a_n=a_0\lambda^n$ and $b_n=b_0\lambda^n$,

$$\omega a_0=(u+w/\lambda)b_0,\qquad \omega b_0=(u+w\lambda)a_0,$$

$$\omega^2=u^2+w^2+uw(\lambda+\lambda^{-1}).$$

Setting $\lambda=e^{iq}$ gives bands at $0.6\le|\omega|\le1.4$ eV. An independent value for the half crystal comes from removing the first A orbital: B is then attached to an identical half crystal, so with complex $\omega=z-e_0$,

$$G_{AA}=\frac1{\omega-u^2/(\omega-w^2G_{AA})}.$$

This is a quadratic equation; the root with negative imaginary part is the required one. The errors below are absolute errors of $G_{AA}$ against it.

**Inside the band.** At $E=0.5$ eV and $\eta=0.02$ eV, the slope is $|E'|=0.392$ eV, so $\kappa\simeq0.02/0.392=0.051$ per layer. The error falls from $1.136\times10^{-3}$ to $1.659\times10^{-6}$ per eV between 64 and 128 layers. The corresponding rate is

$$\frac{\ln(1.136\times10^{-3}/1.659\times10^{-6})}{2\times64}=0.051.$$

The first steps are irregular: the error even rises from one to two layers. At 16 layers, $2N\kappa$ is only 1.6, so the reflected wave is still substantial. After eight steps, or 256 layers, the error is $3.5\times10^{-12}$ per eV. Here $h$ and $t$ are real, so $\varepsilon_i$ and $g$ stay symmetric and $\beta_i$ stays the transpose of $\alpha_i$, with the same norm. The stopping bound there is $(1.753\times10^{-6})^2/0.02^3=3.8\times10^{-7}$ per eV, safe but far from tight. The next printed error, about $10^{-16}$, is at the level of rounding.

For an error below $10^{-8}$ per eV, the count rises from 7 to 11 steps as $\eta$ is halved four times from 0.04 to 0.0025 eV. At the upper band edge, reducing $\eta$ fourfold changes the decay rate by a factor of 2.000, as the square-root law predicts.

**Inside the gap.** At $\omega=0.3$ eV, the Bloch equation gives $\lambda+\lambda^{-1}=(0.09-1.16)/0.4=-2.675$, hence $|\lambda|=0.449$ and $\kappa=0.80$. Four steps suffice for all five broadenings.

**On the surface state.** At $\omega=0$, set all $b_n=0$. The equation on B is $ua_n+wa_{n+1}=0$, so $a_n=(-u/w)^na_0$. Normalization gives the surface weight

$$W=|a_0|^2=1-(u/w)^2,\qquad |u|<w.$$

For $|u|\ge w$ this solution cannot be normalized. At the zone centre $W=0.84$.

A slab has a second such state on B at its back. Acting with $H-e_0$ on the front state leaves only the amplitude $ua_{N-1}$ on the last B orbital. Its overlap with the back state, whose amplitude there has magnitude $\sqrt W$, couples the two by

$$\Delta=Wu(u/w)^{N-1}=Ww(u/w)^N,$$

to leading order in $(u/w)^N$. The levels become $e_0\pm\Delta$, each with weight $W/2$ on the first A orbital. At $z=e_0+i\eta$, the pole contributions are $-iW\eta/(\eta^2+\Delta^2)$ for the slab and $-iW/\eta$ for the half crystal. Their difference has magnitude

$$\frac{W\Delta^2}{\eta(\eta^2+\Delta^2)}.$$

For eight layers, $\Delta=0.84\times0.4^8=5.5\times10^{-4}$ eV. At $\eta=0.01$ eV the predicted error is 0.254 per eV and the calculated one 0.253, about 0.3% of $W/\eta=84$ per eV. If $\eta\ll\Delta$, the slab misses the central peak altogether. The slab must therefore be thick enough to make $\Delta$ small compared with $\eta$, but the required thickness grows only logarithmically as $\eta$ falls. The count rises from 4 to 5 steps over the tested range.

The peak height is close to $W/(\pi\eta)=0.84/(0.01\pi)=26.7$ per eV, and its full width at half maximum is $2\eta=0.02$ eV. This width is an input to the calculation, not a predicted lifetime.

Along $k_x=k_y=k$, the weight falls to 0.36 at $k=\pi/2a$. The state ends where $u=w$, that is, $\gamma=-1$ and $k=2\pi/3a$. At $k=3\pi/4a$, $\pi\eta A(e_0)$ is only 0.0007: there is no surface pole, and what remains is the broadened tail of the bulk bands.

Inside a bulk band and at the surface state, the order of limits matters. At fixed thickness, $\eta\to0$ leaves isolated slab levels. To obtain the continuous bulk spectrum, converge the decimation at each $\eta$ first, and then reduce $\eta$, stopping before rounding takes over at energies that coincide with a level of an eliminated block. The numerical output gives the full sequence of steps.

## Numbers as computed

```
MODEL at zone centre, energies in eV
on-site e0 = -0.500 eV, u = 0.400 eV, w = 1.000 eV
band probe E = 0.500 eV, gap probe E = -0.200 eV
broadening eta = 0.020 eV
largest slab-decimation difference = 6.3e-14 1/eV
difference if 17 layers replace 16 = 2.169 1/eV
chain: hopping 1 eV, eta = 0.050 eV
chain decay: measured 0.02499, limit 0.02500 /layer
BAND: step, layers, |alpha| (eV), error of G_AA (1/eV), A (1/eV)
 0    1 1.000e+00 4.504e-01 0.020912
 1    2 4.759e-01 4.836e-01 0.165908
 2    4 7.051e-01 3.324e-01 0.182018
 3    8 8.899e-01 2.606e-01 0.373381
 4   16 3.065e-01 1.680e-01 1.034603
 5   32 1.559e-01 3.019e-02 0.896590
 6   64 3.140e-02 1.136e-03 0.868588
 7  128 1.201e-03 1.659e-06 0.868283
 8  256 1.753e-06 3.534e-12 0.868285
 9  512 3.735e-12 1.241e-16 0.868285
Bloch phase q = 1.7722 rad, |dE/dq| = 0.3919 eV
decay: measured 0.05101, eta/slope 0.05103 /layer
band edge 0.900 eV: decay ratio for eta 0.001 and 0.00025 eV = 2.0002
STEPS to error 1e-08 1/eV: eta (eV), band, gap, surface state
0.0400   7   4   4
0.0200   8   4   5
0.0100   9   4   5
0.0050  10   4   5
0.0025  11   4   5
SURFACE STATE, eta = 0.010 eV, slab of 8 layers
end splitting Delta: 5.5050e-04 eV, formula 5.5050e-04 eV
error of G_AA: 0.25337 1/eV, formula 0.25380 1/eV
peak A = 26.7418 1/eV, full width 2 eta = 0.020 eV
weight from window +-0.3 eV: 0.8426, formula 0.8400
total weight of surface layer = 2.00000 orbitals
DIAGONAL kx=ky: k (pi/a), e0 (eV), u (eV), A(e0) (1/eV), pi*eta*A, weight
0.00 -0.5000 0.4000  26.7418 0.8401 0.8400
0.25 -0.3536 0.5172  23.3221 0.7327 0.7325
0.50 -0.0000 0.8000  11.4680 0.3603 0.3600
0.75  0.3536 1.0828   0.0211 0.0007 0.0000
1.00  0.5000 1.2000   0.0094 0.0003 0.0000
```
